# Threshold Modes of Uniform and Quarter-Wave-Shifted Distributed-Feedback Lasers

A semiconductor laser can work without mirrors if a shallow corrugation along its waveguide reflects light a little at every period. The reflections add in phase near the Bragg frequency, so one might expect the laser to start there. A uniform index grating with non-reflecting ends does not do so: two frequencies, one on each side of Bragg, reach threshold at the same gain. A spacer a quarter of a wavelength long at the centre changes this, and the laser starts at the Bragg frequency. Two derivations follow, one from the wave equation and one from adding up small reflections.

## The model and the result

The waveguide occupies \(0\le z\le L\), with effective index
\[
n(z)=n_0+n_1\cos(2\beta_0 z+\varphi),\qquad n_1\ll n_0 .
\]
The period is \(\Lambda=\pi/\beta_0\). Fields vary as \(e^{-i\omega t}\), so \(e^{i\beta z}\) travels to the right. With vacuum wavelength \(\lambda\), let
\[
k_0=\frac{2\pi}{\lambda},\quad \beta=n_0k_0,\quad \delta=\beta-\beta_0,\quad \kappa=\frac{k_0n_1}{2}=\frac{\pi n_1}{\lambda}>0 .
\]
The net gain is uniform: amplitudes grow as \(e^{\alpha z}\) and power as \(e^{gz}\), with \(g=2\alpha\). The ends do not reflect, and \(\alpha,\kappa,|\delta|\ll\beta_0\). A threshold mode is a steady field with outgoing waves but no incoming ones. Write
\[
a=\alpha+i\delta,\qquad \gamma^2=a^2+\kappa^2 .
\]

To leading order in \(\kappa/\beta_0\), the results are:

- Uniform grating: \(\gamma\coth\gamma L=a\). Modes form pairs \(\pm\delta\) with equal \(\alpha\), and all have \(|\delta|>\kappa\). They are degenerate in threshold, not in frequency.
- Quarter-wave shift at the centre: \(\gamma\coth(\gamma L/2)=a\pm\kappa\). One mode has \(\delta=0\), and its threshold is the lowest. Other modes exist at higher gain.

## First derivation: coupled waves

### From the wave equation to two amplitudes

The field obeys \(E''+k^2(z)E=0\) with \(k(z)=k_0n(z)-i\alpha\); the minus sign makes \(e^{ikz}\) grow to the right. Dropping products of the small quantities \(n_1\) and \(\alpha\), and using \(2\beta k_0n_1=4\beta\kappa\),
\[
k^2\simeq\beta^2-2i\alpha\beta+4\beta\kappa\cos(2\beta_0z+\varphi).
\]
Insert \(E=R(z)e^{i\beta_0z}+S(z)e^{-i\beta_0z}\). The envelopes vary slowly, so \(R''\) and \(S''\) are dropped. Half of the cosine, \(2\beta\kappa e^{i(2\beta_0z+\varphi)}\), turns the \(S\) wave into one varying as \(e^{i\beta_0z}\); the other half turns \(R\) into \(e^{-i\beta_0z}\). Terms in \(e^{\pm3i\beta_0z}\) are not phase matched and are dropped. Collecting each exponential gives
\[
2i\beta_0R'+(\beta^2-\beta_0^2-2i\alpha\beta)R+2\beta\kappa e^{i\varphi}S=0,
\]
\[
-2i\beta_0S'+(\beta^2-\beta_0^2-2i\alpha\beta)S+2\beta\kappa e^{-i\varphi}R=0 .
\]
Now \(\beta^2-\beta_0^2\simeq2\beta_0\delta\) and \(\beta/\beta_0\simeq1\). Dividing by \(\pm2i\beta_0\), with \(i(\delta-i\alpha)=a\), leaves
\[
R'=aR+i\kappa e^{i\varphi}S,\qquad S'=-aS-i\kappa e^{-i\varphi}R. \tag{1}
\]
No light enters, so \(R(0)=0\) and \(S(L)=0\).

Equation (1) contains the power balance. We have
\[
(|R|^2)'=2\alpha|R|^2+2\,\mathrm{Re}(i\kappa e^{i\varphi}R^*S),
\]
\[
(|S|^2)'=-2\alpha|S|^2+2\,\mathrm{Re}(-i\kappa e^{-i\varphi}S^*R).
\]
The two coupling terms are real parts of complex conjugates, hence equal. Subtracting and integrating,
\[
|R(L)|^2+|S(0)|^2=2\alpha\int_0^L(|R|^2+|S|^2)\,dz .
\]
The left side is positive, since a field with \(R(L)=S(L)=0\) vanishes everywhere. Every mode therefore has \(\alpha>0\). This also excludes \(\gamma=0\), which would need \(a=\pm i\kappa\).

### The uniform grating

A constant \(\varphi\) is removed by \(R\to Re^{i\varphi/2}\), \(S\to Se^{-i\varphi/2}\), so set \(\varphi=0\). Equation (1) then has the constant matrix
\[
M=\begin{pmatrix}a&i\kappa\\-i\kappa&-a\end{pmatrix},\qquad M^2=(a^2+\kappa^2)I=\gamma^2I .
\]
Even powers of \(M\) are multiples of \(I\) and odd powers multiples of \(M\), so the exponential series sums to
\[
e^{Mz}=I\cosh\gamma z+M\,\frac{\sinh\gamma z}{\gamma}. \tag{2}
\]
Starting from \(R(0)=0,\ S(0)=1\), the condition \(S(L)=0\) reads \(\cosh\gamma L-a\sinh(\gamma L)/\gamma=0\), or
\[
\gamma\coth\gamma L=a. \tag{3}
\]

To locate the roots, put \(\gamma L=u=x+iy\) and \(K=\kappa L\). Equation (3) is even in \(\gamma\), so take \(x\ge0\). If \(x=0\), then \(a^2=\gamma^2-\kappa^2\) is negative and \(\alpha=0\), which is excluded. If \(y=0\), then \(\gamma\) is real and (3) gives \(a>\gamma\), against \(\gamma^2=a^2+\kappa^2\). Hence \(x>0\) and \(y\ne0\).

Squaring (3) and subtracting \(\gamma^2\) gives \(-\kappa^2=\gamma^2/\sinh^2u\), so
\[
\sinh u=\frac{i\sigma u}{K},\qquad \sigma=\pm1. \tag{4}
\]
Its real and imaginary parts are
\[
\sinh x\cos y=-\frac{\sigma y}{K},\qquad \cosh x\sin y=\frac{\sigma x}{K}. \tag{5}
\]
By (4), \(u/\sinh u=-i\sigma K\), so
\[
aL=u\coth u=-i\sigma K(\cosh x\cos y+i\sinh x\sin y).
\]
Replacing \(\cos y\) and \(\sin y\) by (5) yields
\[
\alpha L=x\tanh x,\qquad \delta L=y\coth x. \tag{6}
\]
The ratio of the equations in (5), and \(\cos^2y+\sin^2y=1\), give
\[
y\tan y=-x\tanh x,\qquad K^2=\frac{x^2}{\cosh^2x}+\frac{y^2}{\sinh^2x}. \tag{7}
\]
Both relations are even in \(y\). Changing its sign reverses \(\delta\) and leaves \(\alpha\) alone: this is the degenerate pair.

Since \(y\tan y<0\), \(|y|\) lies between \((N-\tfrac12)\pi\) and \(N\pi\), with \(N=1,2,\dots\), so \(|y|>\pi/2\). From (6) and (7), with \(\coth^2x-1/\sinh^2x=1\),
\[
(\delta L)^2-(\kappa L)^2=y^2-\frac{x^2}{\cosh^2x}>\frac{\pi^2}{4}-1>0,
\]
because \(\cosh x\ge1+x^2/2>x\). No mode lies in the stop band \(|\delta|\le\kappa\).

It remains to find the lowest pair. For \(y>0\), the derivative of \(y\tan y\) is \((y+\sin y\cos y)/\cos^2y>0\), so each \(x\) and \(N\) give one \(|y|\). Differentiating the logarithm of (4) gives \(\coth u\,du=du/u-dK/K\), hence \(du=u\,d\ln K/(1-aL)\), and
\[
\frac{dx}{d\ln K}=\frac{x-x^2\tanh x-y^2\coth x}{|1-aL|^2}<0 .
\]
The sign follows from \(x^2\tanh x+y^2\coth x\ge2x|y|>\pi x\). Along each branch \(K\) runs from infinity at \(x\to0\) to zero at \(x\to\infty\), so each \(N\) supplies one pair for any coupling, and its threshold falls as coupling rises. At fixed \(x\), a larger \(N\) means a larger \(|y|\) and, by (7), a larger \(K\). To return to the given \(K\), \(x\) must increase, and \(\alpha L=x\tanh x\) with it. The lowest pair is therefore \(N=1\), next to the stop band. For strong coupling \(|y|\to\pi\) and \(x\simeq\pi/K\), so \(\alpha L\simeq\pi^2/(\kappa L)^2\).

### The quarter-wave shift

Insert a grating-free length \(\Lambda/2=\lambda/(4n_0)\) at the centre, where \(\lambda\) is now the Bragg wavelength. The right-hand grating is displaced by \(\Lambda/2\), and \(\cos[2\beta_0(z-\Lambda/2)]=\cos(2\beta_0z-\pi)\). Its phase jumps by \(\pi\), so \(\kappa\to-\kappa\) in (1) on the right. The envelopes hardly change across so short a spacer.

Let \(\ell=L/2\) and \(Q=\cosh\gamma\ell-a\sinh(\gamma\ell)/\gamma\). By (2), integrating from the left end gives, at the centre,
\[
(R,S)\propto\left(\frac{i\kappa\sinh\gamma\ell}{\gamma},\,Q\right).
\]
Integrating backwards from \((R,S)=(1,0)\) at the right end, with \(\kappa\) reversed, gives
\[
(R,S)\propto\left(Q,\,-\frac{i\kappa\sinh\gamma\ell}{\gamma}\right).
\]
The two vectors must be proportional, so \(Q^2=\kappa^2\sinh^2(\gamma\ell)/\gamma^2\). Taking the root and multiplying by \(\gamma/\sinh\gamma\ell\),
\[
\gamma\coth(\gamma L/2)=a\pm\kappa. \tag{8}
\]

At \(\delta=0\), \(\gamma=\sqrt{\alpha^2+\kappa^2}\) is real and the left side exceeds \(\gamma>\alpha-\kappa\). The lower sign is impossible. For the upper sign define \(h(\alpha)=\alpha+\kappa-\gamma\coth\gamma\ell\). It is negative at \(\alpha=0\) and tends to \(\kappa\) as \(\alpha\to\infty\), so a root exists. With \(v=\gamma\ell\),
\[
h'=1-\frac{\alpha}{\gamma}\,G,\qquad G=\coth v-\frac{v}{\sinh^2v}=\frac{\sinh2v-2v}{2\sinh^2v}>0 .
\]
Also \(G<1\): since \(\coth v-1=e^{-v}/\sinh v\), this requires \(e^{-v}\sinh v=(1-e^{-2v})/2<v\), which is true. As \(\alpha<\gamma\), \(h'>0\), and there is one root. For \(\alpha\ll\kappa\), put \(\gamma\simeq\kappa\):
\[
\alpha\simeq\kappa[\coth(\kappa L/2)-1]=\frac{2\kappa}{e^{\kappa L}-1}\simeq2\kappa e^{-\kappa L}.
\]
For strong coupling the threshold therefore falls exponentially, apart from the prefactor, against the inverse square for the uniform grating.

## Second derivation: adding reflections

### The reflection of one slice

A left-going wave passing from index \(n+dn\) to \(n\) is reflected with amplitude \(dn/(2n)\), by the Fresnel formula for a small step. A right-going wave crossing the same step is reflected with \(-dn/(2n)\). For the grating, \(n'=-2\beta_0n_1\sin(2\beta_0z+\varphi)\), so with \(\beta_0\simeq n_0k_0\)
\[
\frac{n'}{2n_0}=i\kappa\left[e^{i(2\beta_0z+\varphi)}-e^{-i(2\beta_0z+\varphi)}\right].
\]
Measured on the envelopes, reflection of \(S\) into \(R\) carries the extra factor \(e^{-2i\beta_0z}\), and reflection of \(R\) into \(S\) carries \(e^{2i\beta_0z}\). Take a slice \(dz\) of several periods but with \(\kappa\,dz\ll1\). Averaging over periods leaves
\[
S\to R:\ i\kappa e^{i\varphi}dz,\qquad R\to S:\ i\kappa e^{-i\varphi}dz .
\]
The oscillating parts of the local phase and of the transmission are of order \(n_1/n_0\) and do not accumulate at the order kept here. One passage through the slice multiplies an envelope by \(1+a\,dz\).

Let \(r(z)=R/S\) be the reflection of the grating between \(0\) and \(z\), seen from its right. Add a slice on the right. Light can cross it, be reflected by the old grating and return, giving \(r(1+2a\,dz)\). It can be reflected by the slice. Or it can be reflected by the old grating, turned back by the slice and reflected once more, giving \(r^2i\kappa e^{-i\varphi}dz\). Other paths are of order \(dz^2\). Thus
\[
r'=2ar+i\kappa e^{i\varphi}+i\kappa e^{-i\varphi}r^2 .
\]
With \(r=i\rho\),
\[
\rho'=2a\rho+\kappa\left(e^{i\varphi}-e^{-i\varphi}\rho^2\right),\qquad \rho(0)=0. \tag{9}
\]

### Both threshold equations again

For \(\varphi=0\) the right side of (9) is \(-\kappa(\rho-\rho_+)(\rho-\rho_-)\), where
\[
\rho_\pm=\frac{a\pm\gamma}{\kappa},\qquad \rho_+\rho_-=-1 .
\]
Separating variables and using \(\kappa(\rho_+-\rho_-)=2\gamma\),
\[
\frac{\rho-\rho_-}{\rho-\rho_+}=\frac{\rho_-}{\rho_+}e^{2\gamma z}. \tag{10}
\]
The uniform laser emits without input when \(\rho(L)=\infty\). The left side of (10) is then 1, so \(a+\gamma=(a-\gamma)e^{2\gamma L}\), which rearranges to \(\gamma\coth\gamma L=a\), equation (3).

For the shifted laser, light circulating between the halves must reproduce itself: the two reflections at the centre multiply to 1. Seen in a mirror, the right half is a grating of phase \(-\pi\). Equation (9) then has \(\kappa\) reversed, and its solution is minus that of the left half. The condition is \((i\rho)(-i\rho)=\rho^2=1\) at \(z=L/2\). For \(\rho=1\), multiply out (10) using \(\rho_+\rho_-=-1\):
\[
\rho_++1=(\rho_-+1)e^{\gamma L}\ \Rightarrow\ a+\kappa+\gamma=(a+\kappa-\gamma)e^{\gamma L},
\]
which is \(\gamma\coth(\gamma L/2)=a+\kappa\). For \(\rho=-1\) the same step gives \(a-\kappa\). This is (8).

The behaviour at Bragg can be read from (9). With \(\delta=0\) and \(\varphi=0\), \(\rho\) is real, rises from zero and approaches the finite value \(\rho_+\). It never becomes infinite, so the uniform grating has no mode there. Physically, at an interior plane of maximum index each side reflects with a phase factor \(i\), and \(i\cdot i=-1\) makes the round trip destructive. At other planes the two phase factors change, but their product does not. The spacer adds a quarter wave on each of two passes, another \(-1\), and the round trip becomes constructive.

### Why the Bragg mode comes first

Write \(\rho=qe^{i\theta}\). The modulus in (9) obeys
\[
q'=2\alpha q+\kappa(1-q^2)\cos(\theta-\varphi). \tag{11}
\]
While \(q<1\), \(q'\le2\alpha q+\kappa(1-q^2)\). Growth from 0 to 1 therefore needs at least the length
\[
d(\alpha)=\int_0^1\frac{dq}{\kappa(1-q^2)+2\alpha q}.
\]
In any mode \(q\) is 0 at the left end and infinite at the right, though it need not rise steadily in between. For \(p=1/q\), (11) gives \(-p'=2\alpha p-\kappa(1-p^2)\cos(\theta-\varphi)\), which has the same upper bound. So the stretch from the right end to the nearest point with \(q=1\) is also at least \(d(\alpha)\) long, and
\[
L\ge2d(\alpha). \tag{12}
\]
This holds for any slowly varying or stepped phase profile \(\varphi(z)\).

For the shifted grating at \(\delta=0\), \(\rho\) is positive, and the cosine is \(+1\) on the left and \(-1\) on the right. Both bounds are met, so \(L=2d(\alpha)\). Since \(d\) decreases steadily from infinity to zero, this fixes one \(\alpha\). By (12), no grating of the same length \(L\) and the same constant strength \(\kappa\) has a lower threshold, whatever its phase profile. A grating whose strength varies along \(z\) with the same mean is not covered: moving the coupling towards the ends can lower the threshold further. Could another mode of the shifted grating tie with it? Equality in (12) puts \(q=1\) at the centre and requires \(\theta=0\) throughout the left half. The imaginary part of (9) is then \(0=2\delta\rho\), so \(\delta=0\). The Bragg mode alone is lowest.

## A worked example

Take round parameters: Bragg wavelength 1550 nm, \(n_0=3.2\), group index \(n_g=3.6\), \(L=400\) µm and \(\kappa=50\ \mathrm{cm^{-1}}\). Then \(\kappa L=50\times0.04=2\). The period is \(1550/(2\times3.2)=242.2\) nm, the spacer is 121.1 nm, and \(n_1=\kappa\lambda/\pi=2.47\times10^{-3}\).

For the uniform grating \(\alpha L=0.985\) and \(\delta L=\pm3.380\). The threshold power gain is \(g=2\times0.985/0.04\simeq49\ \mathrm{cm^{-1}}\). Since \(d\beta/d\omega=n_g/c\), the frequency offset is \(c\,\delta/(2\pi n_g)=\pm112\) GHz. The modes are 224 GHz (1.79 nm) apart, outside a stop band 133 GHz wide.

With the shift, the Bragg mode has \(\alpha L=0.697\), so \(g=2\times0.697/0.04\simeq35\ \mathrm{cm^{-1}}\). The next modes, at \(\pm171\) GHz, need \(71\ \mathrm{cm^{-1}}\), a margin of about \(37\ \mathrm{cm^{-1}}\). In the Bragg mode \(|R|^2+|S|^2\) is 2.87 times larger at the centre than at the ends. Above threshold such a profile depletes the gain unevenly, and the uniform-gain model then no longer applies.

| \(\kappa L\) | uniform \(\alpha L\) | shifted \(\alpha L\) | next mode, shifted |
|---|---|---|---|
| 1 | 1.755 | 1.526 | 2.169 |
| 2 | 0.985 | 0.697 | 1.430 |
| 3 | 0.623 | 0.328 | 1.040 |
| 4 | 0.422 | 0.152 | 0.794 |

## What each derivation assumes

The first derivation starts from the scalar wave equation, keeps two waves, and drops second derivatives and unmatched terms. The second starts from Fresnel reflection, keeps first-order scattering in each slice, and averages over periods. Both need \(\alpha,\kappa,|\delta|\ll\beta_0\), a linear medium, uniform gain and non-reflecting ends. They are different routes to the same leading-order theory: forming \(r'=(R'S-RS')/S^2\) from (1) reproduces the equation for \(r\). Their agreement therefore does not test that limit.

The numerical check does, by solving the full wave equation with a real spacer. The grating is cut at an index maximum and joined to a gain-free medium of index \(n_0\), so each end reflects weakly, at the same small order as the terms dropped above. At \(\kappa L=2\) and 400 periods, the uniform pair has \(\alpha L=0.982\) and \(0.989\), and the shifted mode sits at \(\delta L=-0.0037\). Equal thresholds and exact Bragg operation are thus leading-order statements. The size of the corrections depends on how the ends are terminated: with each end matched to the local complex wave number, gain included, the pair has \(\alpha L=0.984\) and \(0.985\) instead. With 800 periods the largest distance from the coupled-wave values of \(aL\) falls from 0.0046 to 0.0023.

The matrix method needs constant coefficients in each section and yields the whole spectrum, including the empty stop band of the uniform grating. The reflection method admits a varying grating phase and yields the bound (12), but for the higher modes (12) gives only a lower limit on the gain, not their positions. The results of both methods change if the ends reflect, since \(R(0)=0\) and \(S(L)=0\) then fail. If the gain is also modulated, the coefficients \(\kappa e^{i\varphi}\) and \(\kappa e^{-i\varphi}\) in (1) are replaced by two that are no longer complex conjugates. The proofs of the empty stop band and of (12), which rely on that property, then no longer apply.

## Values computed for the example and the checks

```
Bragg wavelength in vacuum      1550 nm
mean index, group index         3.2, 3.6
grating length L                400 um
coupling kappa                  50.0 cm^-1
kappa L                         2.0
grating period                  242.2 nm
quarter-wave spacer             121.1 nm
index amplitude n1              2.467e-03
kappa/beta0                     3.85e-04
uniform: alpha L                0.9847
uniform: delta L                +-3.3797
uniform: power gain             49.23 cm^-1
uniform: mode offset            +-112.0 GHz
uniform: mode spacing           224.0 GHz
uniform: mode spacing           1.795 nm
stop-band full width            132.5 GHz
shifted: alpha L, Bragg mode    0.6971
shifted: power gain, Bragg mode 34.86 cm^-1
shifted: alpha L, side modes    1.4298
shifted: delta L, side modes    +-5.1577
shifted: power gain, side modes 71.49 cm^-1
shifted: side-mode offset       +-170.9 GHz
shifted: power-gain margin      36.63 cm^-1
shifted: |R|^2+|S|^2 centre/end 2.869
Table: kappa L | uniform alpha L, |delta| L | shifted alpha L | side alpha L, |delta| L
  1 | 1.7548, 2.6663 | 1.5265 | 2.1691, 4.5277
  2 | 0.9847, 3.3797 | 0.6971 | 1.4298, 5.1577
  3 | 0.6226, 4.1486 | 0.3283 | 1.0397, 5.8236
  4 | 0.4224, 4.9699 | 0.1518 | 0.7938, 6.5368
uniform alpha L at kappa L = 40: 0.00614, limit law 0.00617
shifted alpha L at kappa L = 8: 0.005371, limit law 0.005367
lowest alpha L of 40 random phase profiles, kappa L = 2: 0.7011
full wave equation, 400 periods, kappa L = 2:
  upper: alpha L 0.9821, delta L 3.3828
  lower: alpha L 0.9889, delta L -3.3780
  shifted: alpha L 0.6955, delta L -0.0037
  largest distance from coupled waves 0.00460
full wave equation, 800 periods, kappa L = 2:
  upper: alpha L 0.9834, delta L 3.3812
  lower: alpha L 0.9868, delta L -3.3788
  shifted: alpha L 0.6963, delta L -0.0018
  largest distance from coupled waves 0.00232
```
